# Proper and improper piezoelectric tensors and elastic constants at fixed displacement: test program

```python
# Result under test (Hartree atomic units, Gaussian fields D = E + 4 pi P):
#   proper e_ijk = improper e_ijk + delta_jk P_i - delta_ij P_k   (dr_j = eps_jk r_k)
#   C^D = C^E + 4 pi e^T (eps^eta)^-1 e , e proper, eps^eta = fixed-strain permittivity.
# h: lattice vectors as columns, V = det h, g = h^T h. Reduced variables:
#   p = V h^-1 P, d = V h^-1 D/(4 pi) (electrode charges), Eb = h^T E (voltages).
# improper = dP/d eps, proper = h (dp/d eps)/V. C^E: fixed Eb, C^D: fixed d.
# Model 1: 3D spring crystal with charges, bond charge transfer and polarizability,
#          relaxed numerically in each ensemble; tensors by finite differences.
# Model 2: 2D tight-binding insulator, Berry phases against an open ribbon.
import numpy as np, itertools
from scipy.constants import physical_constants as pc, e as qe, epsilon_0
pi = np.pi
a0 = pc['Bohr radius'][0]; Eh = pc['Hartree energy'][0]
GPA = Eh/a0**3/1e9; CM2 = qe/a0**2
Z, KAX, KDI, BETA, AL0, AL1 = 2.0, 0.02, 0.01, -0.05, 20.0, 10.0
I3 = np.eye(3); CS = 1e-25; ALL = [0, 1, 2, 3, 4, 5]; ELEC = [3, 4, 5]
VP = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]

def det3(h):
    return (h[0,0]*(h[1,1]*h[2,2]-h[1,2]*h[2,1]) - h[0,1]*(h[1,0]*h[2,2]-h[1,2]*h[2,0])
            + h[0,2]*(h[1,0]*h[2,1]-h[1,1]*h[2,0]))
def voigt(t):
    return np.array([[t[0], t[5]/2, t[4]/2], [t[5]/2, t[1], t[3]/2], [t[4]/2, t[3]/2, t[2]]])
def length(R):
    return np.sqrt((R*R).sum(axis=-1))

class Model:
    def __init__(s, h0, s0, ks, kl, branch):
        s.h0 = np.array(h0, float); s.V0 = det3(s.h0); s.br = np.array(branch, float)
        s.x0 = np.concatenate([s0, np.zeros(3)])   # ion B reduced position, electronic dipole
        s.nab = np.array(list(itertools.product([0., -1.], repeat=3)))
        s.kab = np.where(s.nab[:, 2] == 0, ks, kl)
        s.naa = np.array([[1,0,0],[0,1,0],[0,0,1],[1,1,0],[1,-1,0],[1,0,1],[1,0,-1],[0,1,1],[0,1,-1]], float)
        s.kaa = np.array([KAX]*3+[KDI]*6)
        s.rab = length((s.x0[:3]+s.nab)@s.h0.T); s.raa = length(s.naa@s.h0.T)
    def mat(s, h, x):
        red = x[:3]+s.nab; dr = length(red@h.T)-s.rab; da = length(s.naa@h.T)-s.raa
        mu = h@x[3:]; c = h[:, 2]
        en = 0.5*(s.kab@(dr*dr)+s.kaa@(da*da))
        en = en+0.5*(mu@mu/AL0-AL1/(AL0*(AL0+AL1))*(c@mu)**2/(c@c))
        return en, -Z*x[:3]+s.br+BETA*(dr@red)+x[3:]

def functional(m, h, kind, val):
    V = det3(h); g = h.T@h; gi = np.linalg.inv(g)
    def f(x):
        en, p = m.mat(h, x)
        if kind == 'E': return en-val@p-V/(8*pi)*(val@gi@val)
        if kind == 'D': return en+2*pi/V*((val-p)@g@(val-p))
        return en+2*pi*(val-p[2])**2/(V*gi[2, 2])   # slab: d_3 fixed, Eb_1 = Eb_2 = 0
    return f
def grad(f, x, act):
    out = []
    for i in act:
        y = x.astype(complex); y[i] += 1j*CS; out.append(f(y).imag/CS)
    return np.array(out)
def hess(f, x, act):
    H = []
    for i in act:
        u = np.zeros(6); u[i] = 1e-5; H.append((grad(f, x+u, act)-grad(f, x-u, act))/2e-5)
    return np.array(H).T
def relax(f, x0, act, H=None):
    x = x0.copy()
    for it in range(60):
        st = np.linalg.solve(hess(f, x, act) if H is None else H, grad(f, x, act))
        x[act] -= st
        if abs(st).max() < 1e-12: return x
    raise RuntimeError('no convergence')
def stress(m, eta, kind, val, x):
    out = []
    for j in range(6):
        t = eta.astype(complex); t[j] += 1j*CS
        out.append(functional(m, (I3+voigt(t))@m.h0, kind, val)(x).imag/CS/m.V0)
    return np.array(out)
def dred(m, h, x, Eb):
    return m.mat(h, x)[1]+det3(h)/(4*pi)*np.linalg.solve(h.T@h, Eb)

def analyse(m, E, act, extras):
    h0, V0 = m.h0, m.V0; Eb = h0.T@E; de, dE = 2e-5, 1e-5; r = {}
    x0 = relax(functional(m, h0, 'E', Eb), m.x0, act); d0 = dred(m, h0, x0, Eb)
    def sweep(kind, vf):
        H = hess(functional(m, h0, kind, vf(h0)), x0, act)
        C = np.zeros((6, 6)); q = np.zeros((3, 3, 6))
        for j in range(6):
            for sg in (1, -1):
                t = np.zeros(6); t[j] = sg*de; h = (I3+voigt(t))@h0
                x = relax(functional(m, h, kind, vf(h)), x0, act, H)
                C[:, j] += sg*stress(m, t, kind, vf(h), x)/(2*de)
                p = m.mat(h, x)[1]
                q[:, :, j] += sg*np.array([h0@p/V0, h@p/det3(h), h0@dred(m, h, x, Eb)/V0])/(2*de)
        return C, q, H
    r['CE'], q, HE = sweep('E', lambda h: Eb)
    r['e'], r['ei'], r['et'] = q
    r['CD'] = sweep('D', lambda h: d0)[0]
    eps = np.zeros((3, 3)); conv = np.zeros((3, 6))
    for i in range(3):
        for sg in (1, -1):
            b = Eb+sg*dE*h0[i]; x = relax(functional(m, h0, 'E', b), x0, act, HE)
            eps[:, i] += sg*4*pi*h0@dred(m, h0, x, b)/V0/(2*dE)
            conv[i] -= sg*stress(m, np.zeros(6), 'E', b, x)/(2*dE)
    r.update(eps=eps, conv=conv, P=h0@m.mat(h0, x0)[1]/V0, x0=x0, d0=d0, HE=HE)
    r['pred'] = r['CE']+4*pi*r['et'].T@np.linalg.solve(eps, r['et'])
    tol = 1e-6*abs(r['CE']).max(); r['tol'] = tol
    assert abs(r['CD']-r['pred']).max() < tol
    assert abs(conv-r['et']).max() < 1e-7
    vac = np.array([[((j == k)*E[i]-(i == j)*E[k]-(i == k)*E[j])/(4*pi) for j, k in VP] for i in range(3)])
    assert abs(r['et']-r['e']-vac).max() < 1e-8
    P = r['P']
    geo = np.array([[-(j == k)*P[i]+((i == j)*P[k]+(i == k)*P[j])/2 for j, k in VP] for i in range(3)])
    assert abs(r['ei']-r['e']-geo).max() < 1e-8
    w = np.linalg.eigvalsh((r['CD']-r['CE']+r['CD'].T-r['CE'].T)/2)
    assert abs(w[:3]).max() < 3*tol and w[3] > 10*tol
    if extras:
        D0 = 4*pi*h0@d0/V0
        r['CX'] = sweep('D', lambda h: det3(h)*np.linalg.solve(h, D0)/(4*pi))[0]
        assert abs(r['CX']-r['CE']-4*pi*r['e'].T@np.linalg.solve(eps, r['ei'])).max() < tol
        assert abs(r['CX']-r['CX'].T).max() > 100*tol
        r['CS'] = sweep('S', lambda h: d0[2])[0]
        n = np.linalg.inv(h0)[2]; n = n/np.linalg.norm(n); ne = n@r['e']
        assert abs(r['CS']-r['CE']-4*pi*np.outer(ne, ne)/(n@eps@n)).max() < tol
        r['bad'] = r['CE']+4*pi*r['ei'].T@np.linalg.solve(eps, r['ei'])
        assert abs(r['CD']-r['bad']).max() > 100*tol
        t = 1e-3*np.array([0.7, -0.4, 0.9, 0.5, -0.8, 0.3])   # curvature of the relaxed energy itself
        for kind, val, C in (('E', Eb, r['CE']), ('D', d0, r['CD'])):
            en = []
            for sg in (1, 0, -1):
                f = functional(m, (I3+voigt(sg*t))@h0, kind, val); en.append(f(relax(f, x0, act)))
            assert abs((en[0]+en[2]-2*en[1])/V0/(t@C@t)-1) < 1e-4
    return r

def geom(P):
    I = np.eye(len(P))
    return np.einsum('jk,i->ijk', I, P)-np.einsum('ij,k->ijk', I, P)
def full_tensors(m):   # all nine deformation components, rotations included, E = 0
    z = np.zeros(3); H = hess(functional(m, m.h0, 'E', z), m.x0, ALL); de = 2e-5
    ep = np.zeros((3, 3, 3)); ei = np.zeros((3, 3, 3))
    for j, k, sg in itertools.product(range(3), range(3), (1, -1)):
        F = I3.copy(); F[j, k] += sg*de; h = F@m.h0
        p = m.mat(h, relax(functional(m, h, 'E', z), m.x0, ALL, H))[1]
        ep[:, j, k] += sg*m.h0@p/m.V0/(2*de); ei[:, j, k] += sg*h@p/det3(h)/(2*de)
    P = m.h0@m.mat(m.h0, m.x0)[1]/m.V0
    assert abs(ep-ei-geom(P)).max() < 1e-8
    assert abs(ep-ep.transpose(0, 2, 1)).max() < 1e-8
    anti = np.einsum('ij,k->ijk', I3, P)-np.einsum('ik,j->ijk', I3, P)
    assert abs(ei-ei.transpose(0, 2, 1)-anti).max() < 1e-8 and abs(anti).max() > 1e-3
    return ep, ei, P

z3 = np.zeros(3); A, Cc, S3, KS, KL = 6.0, 6.5, 0.45, 0.04, 0.02
tet = Model(np.diag([A, A, Cc]), [0.5, 0.5, S3], KS, KL, [1, 1, 1])
tet2 = Model(np.diag([A, A, Cc]), [0.5, 0.5, S3], KS, KL, [1, 1, 2])
tri = Model([[6, 0.7, -0.5], [0, 6.4, 0.9], [0, 0, 6.5]], [0.47, 0.54, 0.45], KS, KL, [1, 1, 1])
cen = Model(np.diag([A, A, A]), [0.5, 0.5, 0.5], 0.03, 0.03, [1, 1, 2])
R = analyse(tet, z3, ALL, True); R2 = analyse(tet2, z3, ALL, True); Rc = analyse(tet, z3, ELEC, False)
T = analyse(tri, z3, ALL, True)
Ef = np.array([0.001, -0.0015, 0.002]); Tf = analyse(tri, Ef, ALL, False)
novac = abs(Tf['CD']-Tf['CE']-4*pi*Tf['e'].T@np.linalg.solve(Tf['eps'], Tf['e'])).max()
assert novac > 100*Tf['tol']
ep, ei, _ = full_tensors(tet); full_tensors(tri); epc, eic, Pc = full_tensors(cen)
assert abs(epc).max() < 1e-9 and abs(eic).max() > 1e-3
assert abs(R2['CX']-R['CX']).max() > 100*R['tol'] and abs(R2['CD']-R['CD']).max() < R['tol']
e, eps, CE, CD = R['e'], R['eps'], R['CE'], R['CD']; SE = np.linalg.inv(CE)
epss = np.zeros((3, 3))   # free-stress permittivity: strain relaxed to zero stress in a field
for i, sg in itertools.product(range(3), (1, -1)):
    b = sg*1e-5*tet.h0[i]; t = np.zeros(6)
    for it in range(6):
        h = (I3+voigt(t))@tet.h0; x = relax(functional(tet, h, 'E', b), R['x0'], ALL, R['HE'])
        sig = stress(tet, t, 'E', b, x); dd = dred(tet, h, x, b); t = t-SE@sig
    assert abs(sig).max() < 1e-15
    epss[:, i] += sg*4*pi*tet.h0@dd/tet.V0/2e-5
assert abs(epss-eps-4*pi*e@SE@e.T).max() < 1e-5
dpz = e@SE
assert abs(np.linalg.inv(CD)-SE+4*pi*dpz.T@np.linalg.solve(epss, dpz)).max() < 1e-5*abs(SE).max()
binf = CE+4*pi*e.T@np.linalg.solve(Rc['eps'], e); bsig = CE+4*pi*e.T@np.linalg.solve(epss, e)
assert abs(binf-CD).max() > 100*R['tol'] and abs(bsig-CD).max() > 100*R['tol']
dC33 = 4*pi*e[2, 2]**2/eps[2, 2]
assert abs((e[2, 2]*CM2)**2/(epsilon_0*eps[2, 2])/1e9/((CD-CE)[2, 2]*GPA)-1) < 1e-4

# tight-binding model: A (+DEL) at 0, B (-DEL, ion +1) at TAU, one spinless electron per cell
h2 = np.array([[5., 1.], [0., 6.]]); TAU = np.array([0.4, 0.35]); DEL, T0, R0, LAM = 0.15, 0.05, 4.0, 2.0
n2 = np.array([[0, 0], [-1, 0], [0, -1], [-1, -1]]); bond = TAU+n2
hop = lambda h: -T0*np.exp(-(length(bond@h.T)-R0)/LAM)
def berry(h):
    t = hop(h); p = np.zeros(2)
    for a in range(2):
        val = []
        for N in (128, 256):
            k = np.zeros((24, N, 2)); k[..., a] = np.arange(N)/N; k[..., 1-a] = (np.arange(24)/24)[:, None]
            f = np.exp(2j*pi*(k@bond.T))@t
            u = np.stack([-f, DEL+np.sqrt(DEL**2+abs(f)**2)+0j], -1)
            u /= np.linalg.norm(u, axis=-1, keepdims=True)
            un = np.roll(u, -1, axis=1); un[:, -1, 1] *= np.exp(-2j*pi*TAU[a])
            c = -np.angle((u.conj()*un).sum(-1).prod(axis=1))/(2*pi)
            val.append((c+np.round(TAU[a]-c)).mean())
        p[a] = TAU[a]-(4*val[1]-val[0])/3
    return p
def ribbon(h, N):   # periodic along a1, N cells along a2; returns upper charge and y dipole
    t = hop(h); k = np.arange(24)/24; H = np.zeros((24, 2*N, 2*N), complex)
    for j in range(N):
        H[:, j, j] = DEL; H[:, N+j, N+j] = -DEL
        for tb, n, bd in zip(t, n2, bond):
            if 0 <= j+n[1] < N:
                ph = tb*np.exp(2j*pi*k*bd[0]); H[:, j, N+j+n[1]] += ph; H[:, N+j+n[1], j] += ph.conj()
    v = np.linalg.eigh(H)[1]
    q = np.r_[np.zeros(N), np.ones(N)]-(abs(v[:, :, :N])**2).sum(2).mean(0)
    s = np.r_[np.arange(N), np.arange(N)+TAU[1]]
    return q@np.clip((s-(N//2-1))/2, 0, 1), q@s*h[1, 1]
p2 = berry(h2); Ar = np.linalg.det(h2); P2 = h2@p2/Ar; Q0 = ribbon(h2, 32)[0]
assert abs(Q0-p2[1]) < 1e-6 and abs(p2[1]) > 5e-4
dp = np.zeros((2, 2, 2)); dQ = np.zeros((2, 2)); dPy = np.zeros((2, 2))
for j, k, sg in itertools.product(range(2), range(2), (1, -1)):
    F = np.eye(2); F[j, k] += sg*1e-4; h = F@h2
    Q, m1 = ribbon(h, 32); m2 = ribbon(h, 36)[1]
    dp[:, j, k] += sg*berry(h)/2e-4; dQ[j, k] += sg*Q/2e-4
    dPy[j, k] += sg*(m2-m1)/(4*np.linalg.det(h))/2e-4
e2 = np.einsum('ia,ajk->ijk', h2, dp)/Ar; ei2 = e2-geom(P2)
assert abs(dQ-dp[1]).max() < 1e-6 and abs(e2[:, 0, 1]-e2[:, 1, 0]).max() < 1e-7
for j, k in ((0, 0), (0, 1), (1, 1)):   # deformations that keep a1 along x
    assert abs(dPy[j, k]-ei2[1, j, k]) < 1e-6
assert abs(dPy[0, 0]-e2[1, 0, 0]) > 1e-4

def out(label, vals, unit, fmt='%.6g'):
    print(label+':', ' '.join(fmt % v for v in np.atleast_1d(vals)), unit)
pz = lambda M: [M[2, 0], M[2, 2], M[0, 4]]
cc = lambda M: [M[0, 0], M[0, 1], M[0, 2], M[2, 2], M[3, 3], M[5, 5]]
out('1 au stress, 1 au polarization', [GPA, CM2], 'GPa, C/m^2')
out('a, c', [A, Cc], 'bohr'); out('volume', tet.V0, 'bohr^3'); out('Z, s3', [Z, S3], 'e, reduced')
out('k short, long, axis, diagonal', [KS, KL, KAX, KDI], 'Eh/bohr^2')
out('beta', BETA, 'e/bohr'); out('alpha perp, par', [AL0, AL0+AL1], 'bohr^3')
out('A-B bonds short, long', [tet.rab.min(), tet.rab.max()], 'bohr')
out('p3 branch 1, 2', [R['d0'][2], R2['d0'][2]], 'e')
out('P3 branch 1, 2', [R['P'][2], R2['P'][2]], 'e/bohr^2'); out('P3 branch 1', R['P'][2]*CM2, 'C/m^2')
out('proper e31 e33 e15', pz(e), 'e/bohr^2'); out('proper e31 e33 e15', np.array(pz(e))*CM2, 'C/m^2')
out('converse e31 e33 e15', pz(R['conv']), 'e/bohr^2')
out('improper 31 33 15 br 1', pz(R['ei']), 'e/bohr^2'); out('improper 31 33 15 br 2', pz(R2['ei']), 'e/bohr^2')
out('improper e_113, e_131 br 1', [ei[0, 0, 2], ei[0, 2, 0]], 'e/bohr^2')
out('clamped e31 e33 e15', pz(Rc['e']), 'e/bohr^2')
for nm, M in (('eps inf', Rc['eps']), ('eps fixed strain', eps), ('eps free stress', epss)):
    out(nm+' 11, 33', [M[0, 0], M[2, 2]], '(dimensionless)')
print('elastic order: 11 12 13 33 44 66')
for nm, M in (('C^E', CE), ('C^D direct', CD), ('C^D formula', R['pred']), ('slab n=z', R['CS']),
              ('clamped C^E', Rc['CE']), ('clamped C^D', Rc['CD'])):
    out(nm, np.array(cc(M))*1e3, '1e-3 Eh/bohr^3', '%.5f')
out('C^E', np.array(cc(CE))*GPA, 'GPa', '%.2f'); out('C^D', np.array(cc(CD))*GPA, 'GPa', '%.2f')
out('4 pi e33^2/eps33', [dC33, dC33*GPA], 'Eh/bohr^3, GPa'); out('k_t^2', dC33/CD[2, 2], '(dimensionless)')
out('wrong C11: improper, eps inf, eps free', np.array([R['bad'][0, 0], binf[0, 0], bsig[0, 0]])*1e3, '1e-3 Eh/bohr^3', '%.5f')
out('Cartesian D, C13 C31 br 1', np.array([R['CX'][0, 2], R['CX'][2, 0]])*1e3, '1e-3 Eh/bohr^3', '%.5f')
out('Cartesian D, C13 C31 br 2', np.array([R2['CX'][0, 2], R2['CX'][2, 0]])*1e3, '1e-3 Eh/bohr^3', '%.5f')
out('max error tetragonal, triclinic', [abs(CD-R['pred']).max(), abs(T['CD']-T['pred']).max()], 'Eh/bohr^3', '%.1e')
out('triclinic field', Ef, 'Eh/(e bohr)')
out('field: error with, without vacuum term', [abs(Tf['CD']-Tf['pred']).max(), novac], 'Eh/bohr^3', '%.1e')
out('centrosym P3, improper e311', [Pc[2], eic[2, 0, 0]], 'e/bohr^2'); out('centrosym max proper', abs(epc).max(), 'e/bohr^2', '%.1e')
out('TB a1, a2', h2.T.ravel(), 'bohr'); out('TB tau', TAU, 'reduced')
out('TB Delta, t0', [DEL, T0], 'Eh'); out('TB r0, lambda', [R0, LAM], 'bohr')
out('TB Berry p1 p2, ribbon Q', [p2[0], p2[1], Q0], 'e'); out('TB Px Py', P2, 'e/bohr')
out('TB dp2/deps 11 12 21 22', dp[1].ravel(), 'e'); out('TB dQ/deps 11 12 21 22', dQ.ravel(), 'e')
out('TB proper e_y11 e_y12 e_y22', [e2[1, 0, 0], e2[1, 0, 1], e2[1, 1, 1]], 'e/bohr')
out('TB improper formula', [ei2[1, 0, 0], ei2[1, 0, 1], ei2[1, 1, 1]], 'e/bohr')
out('TB improper ribbon dipole', [dPy[0, 0], dPy[0, 1], dPy[1, 1]], 'e/bohr')
print('OK')
```

Running it gives:

```
1 au stress, 1 au polarization: 29421 57.2148 GPa, C/m^2
a, c: 6 6.5 bohr
volume: 234 bohr^3
Z, s3: 2 0.45 e, reduced
k short, long, axis, diagonal: 0.04 0.02 0.02 0.01 Eh/bohr^2
beta: -0.05 e/bohr
alpha perp, par: 20 30 bohr^3
A-B bonds short, long: 5.15322 5.54803 bohr
p3 branch 1, 2: 0.1 1.1 e
P3 branch 1, 2: 0.00277778 0.0305556 e/bohr^2
P3 branch 1: 0.15893 C/m^2
proper e31 e33 e15: 0.0111485 0.00739765 0.0116295 e/bohr^2
proper e31 e33 e15: 0.637861 0.423255 0.665377 C/m^2
converse e31 e33 e15: 0.0111485 0.00739765 0.0116295 e/bohr^2
improper 31 33 15 br 1: 0.00837076 0.00739765 0.0130183 e/bohr^2
improper 31 33 15 br 2: -0.019407 0.00739765 0.0269072 e/bohr^2
improper e_113, e_131 br 1: 0.0144072 0.0116295 e/bohr^2
clamped e31 e33 e15: 0.000590509 0.00288826 0.000590509 e/bohr^2
eps inf 11, 33: 2.07405 2.61107 (dimensionless)
eps fixed strain 11, 33: 7.02027 7.55243 (dimensionless)
eps free stress 11, 33: 7.38877 7.79442 (dimensionless)
elastic order: 11 12 13 33 44 66
C^E: 8.73276 4.24025 4.80048 11.15794 4.61197 4.52374 1e-3 Eh/bohr^3
C^D direct: 8.93956 4.44706 4.93771 11.24900 4.85406 4.52374 1e-3 Eh/bohr^3
C^D formula: 8.93956 4.44706 4.93771 11.24900 4.85406 4.52374 1e-3 Eh/bohr^3
slab n=z: 8.93956 4.44706 4.93771 11.24900 4.61197 4.52374 1e-3 Eh/bohr^3
clamped C^E: 9.01624 4.52374 4.92156 11.20965 4.92156 4.52374 1e-3 Eh/bohr^3
clamped C^D: 9.01792 4.52541 4.92977 11.24980 4.92367 4.52374 1e-3 Eh/bohr^3
C^E: 256.93 124.75 141.24 328.28 135.69 133.09 GPa
C^D: 263.01 130.84 145.27 330.96 142.81 133.09 GPa
4 pi e33^2/eps33: 9.10564e-05 2.67897 Eh/bohr^3, GPa
k_t^2: 0.00809463 (dimensionless)
wrong C11: improper, eps inf, eps free: 8.84934 9.33093 8.93314 1e-3 Eh/bohr^3
Cartesian D, C13 C31 br 1: 4.93771 4.90352 1e-3 Eh/bohr^3
Cartesian D, C13 C31 br 2: 4.93771 4.56161 1e-3 Eh/bohr^3
max error tetragonal, triclinic: 1.2e-12 1.5e-12 Eh/bohr^3
triclinic field: 0.001 -0.0015 0.002 Eh/(e bohr)
field: error with, without vacuum term: 1.9e-12 1.0e-05 Eh/bohr^3
centrosym P3, improper e311: 0.0277778 -0.0277778 e/bohr^2
centrosym max proper: 0.0e+00 e/bohr^2
TB a1, a2: 5 0 1 6 bohr
TB tau: 0.4 0.35 reduced
TB Delta, t0: 0.15 0.05 Eh
TB r0, lambda: 4 2 bohr
TB Berry p1 p2, ribbon Q: 0.00135785 0.0146961 0.0146961 e
TB Px Py: 0.00071618 0.00293923 e/bohr
TB dp2/deps 11 12 21 22: -0.0347997 -0.0111528 -0.0111528 0.0123056 e
TB dQ/deps 11 12 21 22: -0.0347997 -0.0111528 -0.0111528 0.0123056 e
TB proper e_y11 e_y12 e_y22: -0.00695995 -0.00223057 0.00246111 e/bohr
TB improper formula: -0.00989918 -0.00223057 0.00246111 e/bohr
TB improper ribbon dipole: -0.00989918 -0.00223057 0.00246111 e/bohr
OK
```
